# Body-fixed angular momentum and the symmetric top: test program

```python
"""Angular momentum of a rigid body in space-fixed and body-fixed components.

Result under test (hbar = 1):
  space-fixed components  [J_X, J_Y] = +i J_Z   (and cyclic)
  body-fixed components   [J_x, J_y] = -i J_z   (and cyclic)
  every space-fixed component commutes with every body-fixed one
  conj(D^J_MK) has J^2 = J(J+1), J_Z = M, J_z = K and symmetric-top energy
  E = B J(J+1) + (A - B) K^2.
Symbols: R = Rz(alpha) Ry(beta) Rz(gamma) turns the space axes into the body
axes (the columns of R); D^J_MK(R) = <JM| R |JK>; A, B are the rotational
constants along and across the figure axis z.
A first-order operator is stored as its coefficients of
d/dalpha, d/dbeta, d/dgamma.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.constants import c as light_speed
from scipy.linalg import eigh, expm

al, be, ga = angles = sp.symbols("alpha beta gamma", real=True)
ca, sa, cb, sb, cg, sg = (f(x) for x in angles for f in (sp.cos, sp.sin))
I = sp.I
space = [[-I * t for t in row] for row in (
    (-ca * cb / sb, -sa, ca / sb),
    (-sa * cb / sb, ca, sa / sb),
    (sp.Integer(1), sp.Integer(0), sp.Integer(0)))]
body = [[-I * t for t in row] for row in (
    (-cg / sb, sg, cg * cb / sb),
    (sg / sb, cg, -sg * cb / sb),
    (sp.Integer(0), sp.Integer(0), sp.Integer(1)))]


def rot_z(ct, st):
    return sp.Matrix([[ct, -st, 0], [st, ct, 0], [0, 0, 1]])


R = rot_z(ca, sa) * sp.Matrix([[cb, 0, sb], [0, 1, 0], [-sb, 0, cb]]) * rot_z(cg, sg)
points = np.array([[0.4, 1.1, 0.7], [2.3, 0.8, -1.2], [-0.9, 2.0, 3.1]])
three = range(3)


def eps(i, j, k):
    return (i - j) * (j - k) * (k - i) // 2


def act(op, f):
    return sum(op[n] * sp.diff(f, angles[n]) for n in three)


def bracket(p, r):
    return [act(p, r[n]) - act(r, p[n]) for n in three]


def worst(expressions):
    """Largest absolute value of the expressions at generic orientations."""
    f = sp.lambdify(angles, expressions, "numpy")
    return max(np.max(np.abs(np.array(f(*x), dtype=complex))) for x in points)


# Commutators, vector-operator property and hermiticity
def algebra_error(ops, sign):
    return worst([bracket(ops[i], ops[j])[n]
                  - sign * I * sum(eps(i, j, k) * ops[k][n] for k in three)
                  for i in three for j in three for n in three])


err_space = algebra_error(space, +1)
err_body = algebra_error(body, -1)
err_mixed = worst([t for p in space for r in body for t in bracket(p, r)])
assert max(err_space, err_body, err_mixed) < 1e-12
assert algebra_error(body, +1) > 0.1      # the normal sign must fail
assert worst([act(space[i], R[j, a]) - I * sum(eps(i, j, k) * R[k, a] for k in three)
              for i in three for j in three for a in three]) < 1e-12
assert worst([sum(sp.diff(sb * op[n], angles[n]) for n in three)
              for op in space + body]) < 1e-12


# Numerical differentiation of functions of the three angles
def slope(f, h=0.004):
    return (8 * (f(h) - f(-h)) - (f(2 * h) - f(-2 * h))) / (12 * h)


unit = np.eye(3)
space_num = [sp.lambdify(angles, op, "numpy") for op in space]
body_num = [sp.lambdify(angles, op, "numpy") for op in body]
R_num = sp.lambdify(angles, R, "numpy")


def partial(f, n):
    return lambda x: slope(lambda t: f(x + t * unit[n]))


def apply(op, f):
    def result(x):
        coef = op(*x)
        return sum(coef[n] * partial(f, n)(x) for n in three)
    return result


# Euler-angle forms against actual small rotations of the body
generator = [np.array([[-eps(a, b, k) for k in three] for b in three], float)
             for a in three]


def probe(m):
    return np.exp(0.3 * m[0, 0] - 0.5 * m[1, 2]) + m[2, 0] * m[1, 1] + m[2, 2] ** 2 * m[0, 1]


for x in points:
    m = R_num(*x)
    for a in three:
        turned = -1j * slope(lambda t: probe(expm(t * generator[a]) @ m))
        assert abs(turned - apply(space_num[a], lambda y: probe(R_num(*y)))(x)) < 1e-7
        axis_gen = sum(m[k, a] * generator[k] for k in three)
        about_axis = -1j * slope(lambda t: probe(expm(t * axis_gen) @ m))
        from_right = -1j * slope(lambda t: probe(m @ expm(t * generator[a])))
        assert abs(about_axis - from_right) < 1e-7
        assert abs(about_axis - apply(body_num[a], lambda y: probe(R_num(*y)))(x)) < 1e-7

# Kinetic energy: metric from the body-frame angular velocity
spin_rates = []
for q in angles:
    w = R.T * sp.diff(R, q)
    spin_rates.append([w[2, 1], w[0, 2], w[1, 0]])
rates_num = sp.lambdify(angles, sp.Matrix(spin_rates), "numpy")


def metric(x, inertia):
    w = rates_num(*x)
    return w @ np.diag(inertia) @ w.T


def trial(x):
    return np.exp(x[0] / 3 - x[1] / 5 + x[2] / 4 + x[0] * x[1] / 7 + x[1] * x[2] / 6)


def kinetic(f, inertia):
    """Minus one half of the Laplace-Beltrami operator acting on f."""
    def root(x):
        return np.sqrt(np.linalg.det(metric(x, inertia)))

    def flux(i):
        def component(x):
            inv = np.linalg.inv(metric(x, inertia))
            return root(x) * sum(inv[i, j] * partial(f, j)(x) for j in three)
        return component
    return lambda x: -0.5 * sum(partial(flux(i), i)(x) for i in three) / root(x)


inertia_test = np.array([2.0, 3.0, 5.0])
for x in points:
    body_squares = [apply(op, apply(op, trial))(x) for op in body_num]
    space_squares = [apply(op, apply(op, trial))(x) for op in space_num]
    scale = 1 + abs(trial(x))
    assert abs(sum(body_squares) - sum(space_squares)) < 1e-6 * scale
    from_j = 0.5 * sum(s / i for s, i in zip(body_squares, inertia_test))
    assert abs(from_j - kinetic(trial, inertia_test)(x)) < 1e-6 * scale


# Rotation matrices from exponentials of angular-momentum matrices
def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


def conj_d(j):
    """Function of the angles returning the matrix conj(D^J_MK), M and K from J to -J."""
    _, jy, jz = spin_matrices(j)
    m = np.diag(jz)

    def value(x):
        d = expm(-1j * x[1] * jy)
        return np.conj(np.exp(-1j * x[0] * m)[:, None] * d * np.exp(-1j * x[2] * m)[None, :])
    return value


for j in (1, 2, 3):
    mats, psi = spin_matrices(j), conj_d(j)
    for x in points:
        here = psi(x)
        for a in three:
            assert np.allclose(apply(space_num[a], psi)(x), mats[a].T @ here, atol=1e-6)
            assert np.allclose(apply(body_num[a], psi)(x), here @ mats[a].T, atol=1e-6)
        top = np.exp(1j * j * (x[0] + x[2])) * np.cos(x[1] / 2) ** (2 * j)
        assert abs(here[0, 0] - top) < 1e-12
    x = points[0]
    square = sum(apply(op, apply(op, psi))(x) for op in body_num)
    assert np.allclose(square, j * (j + 1) * psi(x), atol=1e-5)
full_turn = np.array([2 * np.pi, 0, 0])
assert np.allclose(conj_d(2)(points[0] + full_turn), conj_d(2)(points[0]))
assert np.allclose(conj_d(0.5)(points[0] + full_turn), -conj_d(0.5)(points[0]))

# Orthonormality of all functions with J <= 2 by quadrature over orientations
nodes, weights = leg.leggauss(8)
ring = 2 * np.pi * np.arange(6) / 6
samples, volume = [], []
functions = [(j, conj_d(j)) for j in (0, 1, 2)]
for u, wt in zip(nodes, weights):
    for a0 in ring:
        for g0 in ring:
            x = np.array([a0, np.arccos(u), g0])
            samples.append(np.concatenate(
                [np.sqrt((2 * j + 1) / (8 * np.pi ** 2)) * f(x).ravel() for j, f in functions]))
            volume.append(wt * (2 * np.pi / 6) ** 2)
samples, volume = np.array(samples), np.array(volume)
overlap = samples.conj().T @ (volume[:, None] * samples)
err_overlap = np.max(np.abs(overlap - np.eye(len(overlap))))
assert err_overlap < 1e-11

# Symmetric-top levels from the kinetic energy in a polynomial basis
A_rot, B_rot = 5.2, 0.5                       # chosen parameters, cm^-1
inertia_top = np.array([1 / (2 * B_rot), 1 / (2 * B_rot), 1 / (2 * A_rot)])
u, wt = leg.leggauss(40)
inverse = np.array([np.linalg.inv(metric((0.3, np.arccos(t), 0.5), inertia_top)) for t in u])
assert np.max(np.abs(inverse[:, 1, [0, 2]])) < 1e-8
size = 8
poly = leg.legvander(u, size - 1)
dpoly = np.array([leg.legval(u, leg.legder(row)) for row in np.eye(size)]).T


def diagonalize(m, k):
    """Energies and beta-functions for the factor exp(i(m alpha + k gamma))."""
    p, q = abs(m - k) / 2, abs(m + k) / 2
    envelope = (1 - u) ** p * (1 + u) ** q
    f = envelope[:, None] * poly
    df = envelope[:, None] * (dpoly + (q / (1 + u) - p / (1 - u))[:, None] * poly)
    momentum = np.array([m, 0, k])
    barrier = 0.5 * np.einsum("i,nij,j->n", momentum, inverse, momentum)
    stiff = 0.5 * inverse[:, 1, 1] * (1 - u ** 2)
    ham = df.T @ ((wt * stiff)[:, None] * df) + f.T @ ((wt * barrier)[:, None] * f)
    energy, vec = eigh(ham, f.T @ (wt[:, None] * f))
    return energy, f @ vec


pool, spectra, err_energy = [], {}, 0.0
for m in range(-2, 3):
    for k in range(-2, 3):
        energy, shape = diagonalize(m, k)
        spectra[m, k] = energy
        pool.extend(energy)
        for n in three:
            j = max(abs(m), abs(k)) + n
            formula = B_rot * j * (j + 1) + (A_rot - B_rot) * k ** 2
            err_energy = max(err_energy, abs(energy[n] - formula))
            d = np.array([conj_d(j)((0.0, np.arccos(t), 0.0))[j - m, j - k].real for t in u])
            match = np.sum(wt * d * shape[:, n]) ** 2 * (2 * j + 1) / 2
            assert abs(match - 1) < 1e-8
assert err_energy < 1e-8
pool = np.array(pool)


# Printed results
def show(z):
    z = complex(z)
    return f"{round(z.real, 4) + 0.0:+.4f} {round(z.imag, 4) + 0.0:+.4f}i"


print("Largest deviations from the stated relations (dimensionless)")
print(f"  space-fixed commutators, sign +i: {err_space:.0e}")
print(f"  body-fixed commutators, sign -i:  {err_body:.0e}")
print(f"  mixed commutators equal to zero:  {err_mixed:.0e}")
print(f"  orthonormality, {len(overlap)} functions J<=2: {err_overlap:.0e}")

J, M, K = 2, 1, 2
x = points[0]
psi = conj_d(J)
row, col = J - M, J - K
value = psi(x)
norm = np.sqrt((2 * J + 1) / (8 * np.pi ** 2))
print(f"Example function J={J} M={M} K={K}")
print(f"  alpha, beta, gamma = {x[0]}, {x[1]}, {x[2]} rad")
print("  conj(D) =", show(value[row, col]))
print("  normalized psi =", show(norm * value[row, col]))


def commutator_ratio(p, r):
    diff = apply(p, apply(r, psi))(x) - apply(r, apply(p, psi))(x)
    return diff[row, col] / value[row, col]


ratio_space = commutator_ratio(space_num[0], space_num[1])
ratio_body = commutator_ratio(body_num[0], body_num[1])
ratio_mixed = commutator_ratio(space_num[0], body_num[1])
assert abs(ratio_space - 1j * M) < 1e-5
assert abs(ratio_body + 1j * K) < 1e-5
assert abs(ratio_mixed) < 1e-5
print("  [J_X,J_Y] psi / psi =", show(ratio_space))
print("  [J_x,J_y] psi / psi =", show(ratio_body))
print("  [J_X,J_y] psi / psi =", show(ratio_mixed))

jx, jy = apply(body_num[0], psi)(x), apply(body_num[1], psi)(x)
jX, jY = apply(space_num[0], psi)(x), apply(space_num[1], psi)(x)
lower = (jx + 1j * jy)[row, col] / value[row, col + 1]
ended = (jx - 1j * jy)[row, col] / value[row, col]
raised = (jX + 1j * jY)[row, col] / value[row - 1, col]
assert abs(lower - np.sqrt(J * (J + 1) - K * (K - 1))) < 1e-6 and abs(ended) < 1e-6
assert abs(raised - np.sqrt(J * (J + 1) - M * (M + 1))) < 1e-6
print("  (J_x+iJ_y) psi(K=2) / psi(K=1) =", show(lower))
print("  (J_x-iJ_y) psi(K=2) / psi(K=2) =", show(ended))
print("  (J_X+iJ_Y) psi(M=1) / psi(M=2) =", show(raised))


def plain(y):
    return np.conj(psi(y))


plain_M = (apply(space_num[2], plain)(x) / plain(x))[row, col]
plain_K = (apply(body_num[2], plain)(x) / plain(x))[row, col]
assert abs(plain_M + M) < 1e-6 and abs(plain_K + K) < 1e-6
print("  unconjugated D: J_Z D / D =", show(plain_M))
print("  unconjugated D: J_z D / D =", show(plain_K))

print(f"Model top: A = {A_rot} cm^-1, B = {B_rot} cm^-1")
print("  J |K|  energy (cm^-1)  number of states")
for j in (0, 1, 2):
    for k in range(j + 1):
        level = spectra[0, k][j - k]
        count = int(np.sum(np.abs(pool - level) < 1e-6))
        assert count == (2 * j + 1) * (1 if k == 0 else 2)
        print(f"  {j}  {k}   {abs(level):8.4f}        {count}")
print(f"  largest energy deviation from formula: {err_energy:.0e} cm^-1")
level_ghz = spectra[0, 1][1] * 100 * light_speed / 1e9
print(f"  level J=2 |K|=1 as a frequency: {level_ghz:.3f} GHz")
print("all good")
```

It prints:

```
Largest deviations from the stated relations (dimensionless)
  space-fixed commutators, sign +i: 3e-16
  body-fixed commutators, sign -i:  3e-16
  mixed commutators equal to zero:  2e-16
  orthonormality, 35 functions J<=2: 2e-15
Example function J=2 M=1 K=2
  alpha, beta, gamma = 0.4, 1.1, 0.7 rad
  conj(D) = -0.1472 +0.6308i
  normalized psi = -0.0370 +0.1587i
  [J_X,J_Y] psi / psi = +0.0000 +1.0000i
  [J_x,J_y] psi / psi = +0.0000 -2.0000i
  [J_X,J_y] psi / psi = +0.0000 +0.0000i
  (J_x+iJ_y) psi(K=2) / psi(K=1) = +2.0000 +0.0000i
  (J_x-iJ_y) psi(K=2) / psi(K=2) = +0.0000 +0.0000i
  (J_X+iJ_Y) psi(M=1) / psi(M=2) = +2.0000 +0.0000i
  unconjugated D: J_Z D / D = -1.0000 +0.0000i
  unconjugated D: J_z D / D = -2.0000 +0.0000i
Model top: A = 5.2 cm^-1, B = 0.5 cm^-1
  J |K|  energy (cm^-1)  number of states
  0  0     0.0000        1
  1  0     1.0000        3
  1  1     5.7000        6
  2  0     3.0000        5
  2  1     7.7000        10
  2  2    21.8000        10
  largest energy deviation from formula: 6e-13 cm^-1
  level J=2 |K|=1 as a frequency: 230.840 GHz
all good
```
